# Backward Monte Carlo for the Boltzmann Equation with Bounded Weights

## One point in phase space

Electrons enter a short semiconductor channel from a source and a drain, scatter from lattice vibrations, and leave again. Suppose that we need the distribution function $f$ at one position and one wave vector. A forward simulation launches electrons at the contacts and waits for some of them to pass near the chosen point. If that point is rarely visited, most of the work is lost, and the answer is an average over a finite cell of phase space.

The alternative is to start at the chosen point and ask where its electrons came from. Every path then contributes, and no cell is needed. The difficulty is that a path followed backward carries a statistical weight, a product of one factor per collision, and such products can become very large. The remedy depends on how the backward collisions are drawn.

## Two states by hand

Take two states with total energies $H_1=0$ and $H_2=\varepsilon$. State 1 exchanges electrons with the drain, and state 2 with the source, both at rate $\gamma$. A thermal bath transfers electrons between the states at rates $s_{12}$ (from 1 to 2) and $s_{21}$. In the steady state

$$0=\gamma(F_1-f_1)+s_{21}f_2-s_{12}f_1,\qquad 0=\gamma(F_2-f_2)+s_{12}f_1-s_{21}f_2 ,$$

where $F_1$ and $F_2$ are the occupations offered by the contacts.

Let $\beta=1/k_BT$ and choose $e^{-\beta\varepsilon}=1/2$. Detailed balance requires that the bath alone would leave the equilibrium occupations unchanged: $s_{12}\cdot1=s_{21}\cdot\tfrac12$. We take $s_{12}=\gamma$ and $s_{21}=2\gamma$. Let the contacts be nondegenerate, with $e^{\beta\mu_S}=\eta\ll1$ and $e^{\beta\mu_D}=\eta/4$, and measure all occupations in units of the small number $\eta$. In these units $F_1=1/4$ and $F_2=\tfrac12\cdot1=1/2$. Dividing each equation by the total rate out of its state gives

$$f_1=\tfrac12F_1+f_2,\qquad f_2=\tfrac13F_2+\tfrac13f_1. \tag{1}$$

Substituting the first into the second gives $\tfrac23f_2=\tfrac16+\tfrac1{24}=\tfrac5{24}$, so $f_2=5/16$ and $f_1=\tfrac18+\tfrac5{16}=7/16$.

Now read (1) as instructions for a walker. Out of state 1, an electron leaves to the contact with probability $\gamma/(\gamma+s_{12})=1/2$ and scatters with probability $1/2$. Out of state 2 these probabilities are $1/3$ and $2/3$. With these forward probabilities displayed, (1) becomes

$$f_1=\tfrac12F_1+\tfrac12\,(2f_2),\qquad f_2=\tfrac13F_2+\tfrac23\left(\tfrac12f_1\right).$$

The walker's weight is multiplied by 2 when it jumps from 1 to 2, and by $1/2$ when it jumps back. However often it jumps, its weight is 1 in state 1 and 2 in state 2. Starting from state 1, it therefore scores $1\cdot F_1=1/4$ if it ends in the drain, and $2\cdot F_2=1$ if it ends in the source. No other score is possible.

The drain probability obeys $P_D=\tfrac12+\tfrac12\cdot\tfrac23P_D$: the walker leaves at once, or goes to state 2 and returns. Hence $P_D=3/4$, $P_S=1/4$, and the mean score is $\tfrac14\cdot1+\tfrac34\cdot\tfrac14=7/16$, as required.

The same number follows from an adjoint equation. Write (1) as $f=f_i+Kf$, with

$$f_i=\begin{pmatrix}1/8\\1/6\end{pmatrix},\qquad K=\begin{pmatrix}0&1\\1/3&0\end{pmatrix},$$

and solve $g=e_1+K^{T}g$, where $e_1$ selects state 1. The components obey $g_1=1+\tfrac13g_2$ and $g_2=g_1$, so both equal $3/2$, and $g\cdot f_i=\tfrac32\left(\tfrac18+\tfrac16\right)=7/16$. The vector $g$ belongs to the chosen state and knows nothing of the contact occupations.

## The integral equation and its adjoint

Let $E(\mathbf k)$ be the band energy, $V(\mathbf r)$ a static potential energy, $\mathbf F=-\nabla V$, and $S(\mathbf k\to\mathbf k')$ the scattering rate per unit $\mathbf k'$. We assume that $f$ is small enough for Pauli blocking to be neglected, so that the Boltzmann equation is linear:

$$\mathcal Lf=\int S(\mathbf k'\to\mathbf k)f(\mathbf k')\,d\mathbf k'-\lambda(\mathbf k)f(\mathbf k),\qquad \mathcal L=\partial_t+\mathbf v\cdot\nabla_{\mathbf r}+\frac{\mathbf F}{\hbar}\cdot\nabla_{\mathbf k},$$

with $\lambda(\mathbf k)=\int S(\mathbf k\to\mathbf k')\,d\mathbf k'$. Choose a constant $\Gamma\ge\lambda$ everywhere and add $\Gamma f$ to both sides:

$$\mathcal Lf+\Gamma f=Qf,\qquad Qf(\mathbf k)=\int S(\mathbf k'\to\mathbf k)f(\mathbf k')\,d\mathbf k'+[\Gamma-\lambda(\mathbf k)]f(\mathbf k).$$

The last term describes null collisions, which change nothing. They make the total event rate constant.

Let $X(s)$ be the point from which a collisionless electron reaches $X=(\mathbf r,\mathbf k)$ after a time $s$. Increasing $s$ moves against the flow, so $\frac{d}{ds}f(X(s),t-s)=-\mathcal Lf=\Gamma f-Qf$. Multiplication by $e^{-\Gamma s}$ removes the term $\Gamma f$:

$$\frac{d}{ds}\left[e^{-\Gamma s}f(X(s),t-s)\right]=-e^{-\Gamma s}Qf(X(s),t-s).$$

Let $\tau$ be the time at which the backward trajectory first meets a contact or the initial time. Integration from $0$ to $\tau$ gives

$$f(X,t)=e^{-\Gamma\tau}f(X(\tau),t-\tau)+\int_0^\tau e^{-\Gamma s}\,Qf(X(s),t-s)\,ds. \tag{2}$$

The first term contains known data; call it $f_i$. The second is linear in the unknown; call it $\mathcal Kf$. Thus $f=f_i+\mathcal Kf$. With $(a,b)$ the integral of $ab$ over phase space and time, define $g$ by $g=\delta_X+\mathcal K^\dagger g$. Then

$$f(X)=(\delta_X,f)=(g-\mathcal K^\dagger g,f)=(g,f-\mathcal Kf)=(g,f_i).$$

Iteration gives $g=\delta_X+\mathcal K^\dagger\delta_X+(\mathcal K^\dagger)^2\delta_X+\dots$, whose $n$th term contains backward paths with $n$ events. In (2), $\Gamma e^{-\Gamma s}$ is the probability density of an exponential flight time, and $e^{-\Gamma\tau}$ is the probability that no event occurs before the data are reached. What remains free is how to choose the state before a collision.

## Two ways to draw a collision

Suppose that the backward path arrives at $\mathbf K$. If a real collision to $\mathbf k'$ is proposed with probability density $q(\mathbf K\to\mathbf k')$, the mean is correct provided that the weight is multiplied by

$$W=\frac{S(\mathbf k'\to\mathbf K)}{\Gamma\,q(\mathbf K\to\mathbf k')}. \tag{3}$$

A null collision, taken with probability $1-\lambda(\mathbf K)/\Gamma$, has factor 1.

*Plain adjoint sampling* draws $\mathbf k'$ from the normalized in-scattering rate. With $\lambda^*(\mathbf K)=\int S(\mathbf k'\to\mathbf K)\,d\mathbf k'$, a real collision has density $q=(\lambda/\Gamma)\,S(\mathbf k'\to\mathbf K)/\lambda^*$, and (3) gives $W=\lambda^*(\mathbf K)/\lambda(\mathbf K)$. This factor does not depend on the state that is reached. In general nothing makes successive factors cancel.

*Detailed-balance sampling* uses the forward rate, $q=S(\mathbf K\to\mathbf k')/\Gamma$. For a bath in equilibrium,

$$S(\mathbf K\to\mathbf k')e^{-\beta E(\mathbf K)}=S(\mathbf k'\to\mathbf K)e^{-\beta E(\mathbf k')},$$

so that

$$W=\frac{S(\mathbf k'\to\mathbf K)}{S(\mathbf K\to\mathbf k')}=e^{\beta[E(\mathbf k')-E(\mathbf K)]}. \tag{4}$$

In the two-state example each state has a single partner, so the two rules coincide. With a choice of partner they generally differ, although for elastic scattering with symmetric rates they still agree.

## Why the product telescopes

Let $H=E(\mathbf k)+V(\mathbf r)$. A flight conserves $H$ because the force is static. A collision changes $\mathbf k$ at fixed $\mathbf r$, so it changes $H$ by $E(\mathbf k')-E(\mathbf K)$, which is the exponent in (4) divided by $\beta$. The product of all factors on a path from $H_0$ to $H_{\rm end}$ is therefore $e^{\beta(H_{\rm end}-H_0)}$.

Let contact $c$ inject electrons at the bath temperature, with occupation $e^{-\beta(H-\mu_c)}$. A path that ends there scores

$$A_c=e^{\beta(H_{\rm end}-H_0)}e^{-\beta(H_{\rm end}-\mu_c)}=e^{-\beta(H_0-\mu_c)}.$$

The final energy has cancelled. If backward paths reach a contact with probability one, the steady distribution is

$$f(\mathbf r,\mathbf k)=e^{-\beta H_0}\sum_cP_c\,e^{\beta\mu_c}, \tag{5}$$

where $P_c$ is the probability of ending in contact $c$. The score lies between the smallest and largest $A_c$, whatever the number of collisions.

For two contacts with $\mu_S-\mu_D=U\ge0$, the mean is $A_D+P_S(A_S-A_D)$. The score takes two values, so its variance is $P_SP_D(A_S-A_D)^2$. Put $q_U=A_D/A_S=e^{-\beta U}$ and $z=P_D/P_S$. The squared relative spread of one score is

$$\frac{P_SP_D(1-q_U)^2}{(P_S+q_UP_D)^2}=(1-q_U)^2\frac{z}{(1+q_Uz)^2}.$$

The last fraction has its maximum $1/(4q_U)$ at $z=1/q_U$. Hence

$$\text{relative spread}\le\frac{1-q_U}{2\sqrt{q_U}}=\sinh\frac{\beta U}{2}. \tag{6}$$

At $U=0$ the spread vanishes: one path gives the equilibrium value. At large $\beta U$ the bound grows exponentially. Weights bounded in absolute size do not guarantee a small relative error if source paths dominate the mean but are rare.

## What detailed balance alone does not do

The bound rests on the finite spread of the $\mu_c$. Consider instead an unbounded uniform field, with the initial distribution $e^{-\beta E}$ at time zero. A path that ends at $\mathbf r_{\rm end}$ with energy $E_{\rm end}$ scores

$$e^{\beta(H_{\rm end}-H_0)}e^{-\beta E_{\rm end}}=e^{-\beta E_0}e^{\beta(V_{\rm end}-V_0)}=e^{-\beta E_0}e^{\beta\mathbf F\cdot(\mathbf r_0-\mathbf r_{\rm end})},$$

because $V=-\mathbf F\cdot\mathbf r$. In a band with top speed $v_{\max}$ this is at most $e^{-\beta E_0}e^{\beta|\mathbf F|v_{\max}t}$, a bound that grows without limit in time.

The growth of the spread can be calculated. Let $m_p$ be the mean $p$th power of the score. The first event multiplies the remaining score by $W$, so the kernel for $m_p$ is $\Gamma qW^p$. By (3), this equals $S(\mathbf k'\to\mathbf k)W^{p-1}$. Null events are unchanged, and therefore

$$\mathcal Lm_p=\int S(\mathbf k'\to\mathbf k)\,W^{p-1}m_p(\mathbf k')\,d\mathbf k'-\lambda m_p, \tag{7}$$

with the $p$th power of the known data as initial and contact values. For $p=1$ this is the Boltzmann equation. For $p=2$, with detailed-balance sampling and no field, try $m_2=e^{-2\beta E}$. The integral becomes

$$\int S(\mathbf k'\to\mathbf k)e^{\beta(E'-E)}e^{-2\beta E'}d\mathbf k'=e^{-\beta E}\int S(\mathbf k'\to\mathbf k)e^{-\beta E'}d\mathbf k'=\lambda e^{-2\beta E},$$

where the last step uses detailed balance. It cancels the loss term, so the second moment stays equal to the square of the mean, and the variance is zero.

## The algorithm

To find a steady $f(\mathbf r,\mathbf k)$:

1. Start a path at the chosen point and compute $H_0$.
2. Draw a flight time from $\Gamma e^{-\Gamma s}$. Find the time to the first contact along the backward trajectory.
3. If the contact comes first, record $A_c$ and end the path.
4. Otherwise move back by the flight time. Draw a real collision $\mathbf K\to\mathbf k'$ with density $S(\mathbf K\to\mathbf k')/\Gamma$, or a null collision with the remaining probability. Return to step 2.
5. Average the recorded scores.

No weight has to be stored. For a transient, the initial time is a further possible end, and the score there is $e^{\beta(H_{\rm end}-H_0)}$ times the initial distribution.

## A channel with a cosine band

Consider a one-dimensional band $E=\tfrac{\Delta}{2}(1-\cos\theta)$, $\theta=ka$, with round parameters $\Delta=60$ meV and $a=5$ nm, at 300 K, where $k_BT=25.85$ meV. The channel has length $L=100$ nm, and $V=-Fx$ falls by $U=50$ meV, so $F=0.5$ meV/nm.

The bath scatters at the rate $\Gamma_0\,g(u)\,d\theta'/2\pi$, with $u=\beta(E'-E)$, $g(u)=u/(e^u-1)$ and $\Gamma_0=10$/ps. Since $g(-u)=ue^u/(e^u-1)=e^ug(u)$, detailed balance holds. The largest value of $g$ is reached for a drop through the whole band, which gives $\Gamma=25.74$/ps. A collision is drawn by proposing $\theta'$ uniformly and accepting it with probability $\Gamma_0g(u)/\Gamma$; a rejection is the null collision.

Both contacts inject $e^{-\beta E}$, so $f$ is measured in units of the contact occupation at the band bottom. In these units the $\mu_c$ are counted from the chemical potential of the source. At the source $H=E$, hence $\mu_S=0$. At the drain $H=E-U$, hence $e^{-\beta E}=e^{-\beta(H+U)}$ and $\mu_D=-50$ meV.

**Flights.** Going back by $s$ changes the angle to $\theta-\omega s$, with $\omega=Fa/\hbar=3.798$ rad/ps. Conservation of $H$ gives the position $x(s)=x+[E(\theta-\omega s)-E(\theta)]/F$. The source is reached when the band energy equals $E(\theta)-Fx$, and the drain when it equals $E(\theta)+F(L-x)$. A level $\epsilon$ within the band is met at $\pm c$, with $c=\arccos(1-2\epsilon/\Delta)$, after a time

$$\frac1\omega\min\left[(\theta-c)\bmod2\pi,\;(\theta+c)\bmod2\pi\right].$$

A level outside the band is never met.

**One point.** At $x=50$ nm and $\theta=\pi/4$, $E=30(1-0.7071)=8.79$ meV and $H_0=8.79-25=-16.21$ meV. The source level is $-16.21$ meV, below the band, so no collisionless path comes from the source. The drain level is $33.79$ meV, for which $c=1.697$. The smaller angle is $0.785+1.697\approx2.48$, and the time is $2.48/3.798\approx0.65$ ps. Such an electron entered from the drain, climbed the potential, turned round and is now on its way back. The out-scattering rate is lowest at the band bottom, 5.78/ps, so at most $e^{-5.78\times0.65}\approx2\%$ of the paths have this collisionless history.

The scores are $A_S=e^{16.21/25.85}=1.872$ and $A_D=1.872\times0.1446=0.271$. Of 50,000 paths, a fraction $P_S=0.279$ ended in the source, so

$$f=0.279\times1.872+0.721\times0.271\approx0.718,$$

with a standard error of 0.003. At $\theta=-\pi/4$, which has the same energy and the same scores, $P_S=0.131$ and $f=0.481$. The excess at positive velocity is a contribution to the flow toward the drain.

A path from $\theta=\pi/4$ had 8.5 real collisions on average and 97 at most. Weights multiplied collision by collision reproduced the two scores to about $3\times10^{-15}$, relative to the score. The relative spread was 1.00, within the bound (6), which is 1.12 here. A one per cent standard error therefore needs at most $(1.12/0.01)^2\approx13{,}000$ paths at any point of this channel.

**Comparison with a grid.** An upwind solution of the differential equation, extrapolated in the spatial step, gives these values at mid-channel:

| $\theta/\pi$ | backward paths | grid |
|---|---|---|
| $-0.75$ | $0.1107\pm0.0005$ | $0.1119$ |
| $-0.25$ | $0.481\pm0.002$ | $0.477$ |
| $+0.25$ | $0.718\pm0.003$ | $0.726$ |
| $+0.75$ | $0.1629\pm0.0007$ | $0.1614$ |

The test allowed four standard errors plus one per cent of $f$, and all four points passed. The differences are about one per cent of $f$, or 1.7 to 2.5 standard errors. Their squares, in units of the standard errors, add up to nearly 20, where pure sampling noise would give about 4. For unbiased sampling that is about a one-in-a-thousand draw. The grid is not the cause: extrapolation in the spatial step moved its values by only about 0.1%, and a solution of the integral equation by quadrature along the exact trajectories gives $0.1119$, $0.4774$, $0.7262$ and $0.1615$, within 0.1% of the grid column. The difference lies in the sampled values, which come from a single run; at $\theta=\pi/4$ the converged $P_S$ is $0.284$ against the sampled $0.279$. The run was not repeated with other random numbers, so the comparison supports agreement at the one per cent level and no finer.

## What the plain rule costs

In this model $\lambda^*/\lambda$ runs from 3.0 at the band bottom to 0.33 at the top. A path with repeated collisions near the bottom gains a factor near 3 each time.

At the channel point $\theta=\pi/4$, 50,000 plain paths gave a mean of 0.71. The largest score was 492, against the bound 1.87 for detailed-balance sampling. The relative spread in the sample was 7.1 instead of 1.0, but this number must not be read as an estimate of a finite variance. If (7) is discretized for $p=2$ with the contacts included, its leading eigenvalue for the plain rule is about $+4$/ps. The squared weights grow faster than the paths escape, so the second moment of the score is infinite. The mean still exists, but the usual standard error is unreliable, and the true error falls more slowly than the inverse square root of the number of paths. No fixed factor therefore relates the costs of the two rules.

The uniform-field transient allows a sharper comparison, because (7) can be solved with a matrix exponential. After 0.1 ps at $\theta=\pi/4$, it gives $f=0.8610$. With 400,000 paths, detailed-balance sampling gave $0.8610\pm0.0002$ and the plain rule $0.861\pm0.001$. The sampled first and second moments of both rules agreed with (7) within the five standard errors allowed.

The leading eigenvalues of (7) for $p=2$ give the long-time growth rates of the second moment:

| rule | no field | uniform field |
|---|---|---|
| detailed balance | 0.00/ps | 1.41/ps |
| plain | 5.16/ps | 5.30/ps |

The zero is the cancellation derived above. The value 1.41/ps confirms that detailed balance does not stop the growth of the spread in an unbounded field. At this field strength the growth is slower than with the plain rule, but that order is not general: at four times the field the rates are about 7.5/ps for detailed-balance sampling and 6.1/ps for the plain rule. In the channel the contacts stop the growth of the second moment for detailed-balance sampling, but not for the plain rule.

## Where the bounded form fails

Each assumption enters at a definite place. Pauli blocking makes the rates depend on $f$, and for inelastic scattering the linear adjoint equation is lost. A bath out of equilibrium in general invalidates (4). A time-dependent potential changes $H$ during flights, so the score keeps a factor from the work done.

A contact at another inverse temperature $\beta_c$, injecting $e^{-\beta_c(H-\mu_c)}$, leaves the score

$$e^{-\beta H_0+\beta_c\mu_c}\,e^{(\beta-\beta_c)H_{\rm end}}.$$

The final energy no longer cancels. The score stays bounded if $H_{\rm end}$ has a finite range, as in a band of finite width. In a band without an upper edge, a contact hotter than the bath ($\beta_c<\beta$) allows arbitrarily large scores.

## Calculated quantities

```
temperature 300 K, kT = 25.852 meV
band width 60 meV, period 5 nm, top speed 227.9 nm/ps
length 100 nm, potential drop 50 meV, force 0.50 meV/nm
d(ka)/dt = 3.798 rad/ps, exp(-beta U) = 0.1446
bath rate 10 /ps, constant rate with null collisions 25.74 /ps
band bottom: out-rate 5.781 /ps, in-rate 17.386 /ps, ratio in/out 3.007
band top: out-rate 17.386 /ps, in-rate 5.781 /ps, ratio in/out 0.333
uniform field, ka = 0.25 pi, t = 0.1 ps, 400000 paths, f(0) = 0.71185
  balance: moment 1 sampled 0.86100, matrix 0.86104, standard error 0.00018
  balance: moment 2 sampled 0.75363, matrix 0.75372, standard error 0.00027
  plain: moment 1 sampled 0.86143, matrix 0.86104, standard error 0.00101
  plain: moment 2 sampled 1.14883, matrix 1.15061, standard error 0.01483
second-moment growth, balance, zero field: 0.000 /ps
second-moment growth, balance, uniform field: 1.410 /ps
second-moment growth, plain, zero field: 5.157 /ps
second-moment growth, plain, uniform field: 5.297 /ps
device, x = 50 nm, 50000 paths per point; grid 96 angles, 300 and 600 steps
ka = -0.75 pi: E = 51.21 meV, scores 0.3628 (source) 0.0524 (drain)
  P_S = 0.1879, f = 0.1107 +- 0.0005, grid f = 0.1119 (finest 0.1119)
  mean collisions 8.0, most 68, largest relative score deviation 2.9e-15
ka = -0.25 pi: E = 8.79 meV, scores 1.8723 (source) 0.2706 (drain)
  P_S = 0.1314, f = 0.4811 +- 0.0024, grid f = 0.4770 (finest 0.4774)
  mean collisions 6.2, most 75, largest relative score deviation 2.7e-15
ka = +0.25 pi: E = 8.79 meV, scores 1.8723 (source) 0.2706 (drain)
  P_S = 0.2790, f = 0.7176 +- 0.0032, grid f = 0.7257 (finest 0.7262)
  mean collisions 8.5, most 97, largest relative score deviation 3.1e-15
ka = +0.75 pi: E = 51.21 meV, scores 0.3628 (source) 0.0524 (drain)
  P_S = 0.3560, f = 0.1629 +- 0.0007, grid f = 0.1614 (finest 0.1615)
  mean collisions 8.0, most 75, largest relative score deviation 2.8e-15
plain rule at ka = +0.25 pi: f = 0.7065 +- 0.0225 (sample error)
  largest score 492.2, balance bound 1.8723, mean collisions 11.2
  relative spread per path: plain 7.12, balance 1.00
```
